# Collisionless Damping of Helicons and the Cube-Root Threshold Field: test program

```python
# Result under test: in a free-electron metal with wavevector k along the field B,
# helicons of real k are damped without collisions only if k*vF > wc - w.
# On the helicon dispersion curve this edge lies at
#   B_edge = [ (3/2) mu0 n (hbar kF)^2 w / e ]^(1/3),   so B_edge ~ w^(1/3).
# Symbols: n density, kF, vF Fermi wavenumber and speed, wc = e B / m,
# w angular frequency, q = k vF/(wc - w), F(q) nonlocal factor of the conductivity,
# P = mu0 n (hbar kF)^2 w/(e B^3), nu = 1/(wc tau), tau scattering time.
import numpy as np
from scipy import constants as C
from scipy.integrate import quad, simpson
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar, newton


def F(z):
    """Closed form, for |z|<1 real or any z off the real axis."""
    z = complex(z)
    return 1.5 / z**2 * (1 - (1 - z*z) / (2*z) * np.log((1 + z) / (1 - z)))


def F_res(z):
    """Same function continued from above through the real axis beyond z=1."""
    z = complex(z)
    log = np.log((z + 1) / (z - 1)) + 1j*np.pi
    return 1.5 / z**2 * (1 - (1 - z*z) / (2*z) * log)


# ---- Orbits from the Lorentz force (units wc = vF = 1) ----
phis = np.arange(4) * np.pi / 2 + 0.3


def orbit(h, count):
    step = expm(h * np.array([[0.0, -1.0], [1.0, 0.0]]))
    v = np.array([np.cos(phis), np.sin(phis)])
    out = np.empty((count, 2, 4))
    for i in range(count):
        out[i] = v
        v = step @ v
    return out


# Conductivity from the work done along past orbits, both polarizations
h, count = 0.02, 5001
t = h * np.arange(count)
past = orbit(-h, count)
u, wu = np.polynomial.legendre.leggauss(160)
w0, k0, rate = 0.1, 1.4, 0.15
phase = np.exp(-(rate - 1j*w0) * t)[:, None] * np.exp(-1j*k0*np.outer(t, u))
for sense in (1, -1):
    pv = past[:, 0, :] + 1j*sense*past[:, 1, :]
    hist = np.array([simpson(pv[:, i, None]*phase, x=t, axis=0) for i in range(4)])
    ring = hist @ (0.5 * wu * (1 - u**2))
    jx = 3*np.mean(np.cos(phis)*ring)
    jy = 3*np.mean(np.sin(phis)*ring)
    W = 1 - sense*w0 - 1j*sense*rate
    formula = -1j*sense*F(k0/W)/W
    assert abs(jx - formula) < 1e-4 * abs(formula)
    assert abs(jy - 1j*sense*jx) < 1e-4 * abs(jx)
    k_squared_sign = (1j*jx).real      # sign of k^2 in the wave equation
    assert k_squared_sign * sense > 0  # only the electron sense propagates

# Heating of an electron ensemble by a wave switched on at t=0, no collisions
count = 8001
t = h * np.arange(count)
future = orbit(h, count)
u, wu = np.polynomial.legendre.leggauss(400)
half = count // 2 + 1
heating = {}
for q in (0.8, 1.4):
    k = q * (1 - w0)
    theta = k*np.outer(t, u) - w0*t[:, None]
    co, si = np.cos(theta), np.sin(theta)
    energy = np.zeros(2)
    for i in range(4):
        power = future[:, 0, i, None]*co - future[:, 1, i, None]*si
        for j, stop in enumerate((half, count)):
            gain = simpson(power[:stop], dx=h, axis=0)
            energy[j] += 1.5*np.sum(0.5*wu*(1 - u**2)*gain**2)/4
    heating[q] = (energy[1] - energy[0]) / (t[-1] - t[half-1])
golden = 3*np.pi*(1.4**2 - 1)/(4*1.4**3)/(1 - w0)
assert abs(heating[0.8]) < 0.01 * golden
assert abs(heating[1.4] - golden) < 0.02 * golden
assert abs(F_res(1.4).imag/(1 - w0) - golden) < 1e-10

# Initial-value problem: discretized kinetic equation coupled to Maxwell
u, wu = np.polynomial.legendre.leggauss(300)
weight = 0.75*wu*(1 - u**2)
wave_test = {}
for k, func in ((0.75, F), (1.25, F_res)):
    N = 20*k*k                         # squared inverse screening length
    D = 1 + k*u
    M = D[:, None]*(np.eye(300) - N/(k*k + N)*np.outer(np.ones(300), weight))
    U = expm(-1j*M)
    state = np.ones(300, complex)
    signal = []
    for i in range(111):
        signal.append(weight @ state)
        state = U @ state
    times = np.arange(30, 111)
    late = np.array(signal[30:])
    w_seen = (-np.polyfit(times, np.unwrap(np.angle(late)), 1)[0]
              + 1j*np.polyfit(times, np.log(abs(late)), 1)[0])
    w_pred = newton(lambda w: k*k*(1 - w) - N*w*func(k/(1 - w)), 0.04 - 0.005j)
    assert abs(w_seen - w_pred) < 0.03*abs(w_pred)
    wave_test[k] = (w_seen, w_pred)
assert abs(wave_test[0.75][1].imag) < 1e-8 and wave_test[1.25][1].imag < -0.005

# ---- Example: free-electron model in the regime of cold pure cesium ----
n = 0.9e28                             # m^-3, rough
freq, tau, temp = 10e6, 100e-12, 1.5
rho_room = 20e-8                       # ohm m, rough room-temperature value
e, m, hbar, mu0 = C.e, C.m_e, C.hbar, C.mu_0
kF = (3*np.pi**2*n)**(1/3)
vF = hbar*kF/m
EF = (hbar*kF)**2/(2*m)


def edge_formula(f):
    return (1.5*mu0*n*(hbar*kF)**2*2*np.pi*f/e)**(1/3)


F_one = quad(lambda x: 0.75*(1 - x*x)/(1 + x), -1, 1)[0]
assert abs(F_one - 1.5) < 1e-8


def edge_search(f, mass=m):
    """Field at which the full dispersion relation is met at q=1."""
    w = 2*np.pi*f

    def mismatch(B):
        Om = e*B/mass - w
        k = Om/(hbar*kF/mass)
        return (k*k - (w/C.c)**2)*mass*Om/(mu0*n*e*e*w*F_one) - 1
    return brentq(mismatch, 0.02, 50, xtol=1e-13)


eps = np.logspace(-4, -0.3, 500)
q_grid = 1 - eps
u, wu = np.polynomial.legendre.leggauss(800)
F_grid = (0.75*wu*(1 - u*u)/(1 + np.outer(q_grid, u))).sum(axis=1)


def fold_search(f):
    """Lowest field at which a real-k helicon exists at frequency f."""
    w = 2*np.pi*f

    def best(B):
        Om = e*B/m - w
        k2 = (q_grid*Om/vF)**2
        return np.max((k2 - (w/C.c)**2)*m*Om/(mu0*n*e*e*w*F_grid)) - 1
    return brentq(best, 0.02, 50, xtol=1e-13)


freqs = np.logspace(5, 8, 7)
B_edges = np.array([edge_search(f) for f in freqs])
B_folds = np.array([fold_search(f) for f in freqs])
slope_edge = np.polyfit(np.log(freqs), np.log(B_edges), 1)[0]
slope_fold = np.polyfit(np.log(freqs), np.log(B_folds), 1)[0]
assert abs(slope_edge - 1/3) < 1e-3 and abs(slope_fold - 1/3) < 1e-3
Bs = edge_formula(freq)
assert abs(edge_search(freq)/Bs - 1) < 1e-3
heavy = edge_search(freq, 1.4*m)
assert abs(heavy/Bs - 1) < 1e-3        # mass cancels
fold = minimize_scalar(lambda q: -(q*q/F(q)).real, bounds=(0.9, 0.9999),
                       method='bounded', options={'xatol': 1e-10})
q_fold, P_fold = fold.x, -fold.fun
fold_ratio = (2/3/P_fold)**(1/3)
assert P_fold > 2/3 and abs(fold_search(freq)/Bs - fold_ratio) < 1e-3
assert all(F_res(q).imag > 0 for q in np.linspace(1.001, 50, 500))

wc = e*Bs/m
k_edge = wc/vF
w = 2*np.pi*freq
nu0 = 1/(wc*tau)
B_local = (mu0*n*(hbar*kF)**2*w/e)**(1/3)
past_edge = {q: F_res(q).imag/F_res(q).real for q in (1.01, 1.05, 1.2)}
small = F_res(1.0001)
assert abs(small.imag/small.real/(np.pi*1e-4) - 1) < 0.01


# ---- Complex k at fixed real frequency ----
def root(P, nu, q):
    s = 1 - 1j*nu
    g = lambda x: x*x*s/(P*F(x/s)) - 1
    for _ in range(60):
        d = 1e-6*abs(q)
        change = g(q)*2*d/(g(q + d) - g(q - d))
        q -= change
        if abs(change) < 1e-11*abs(q):
            break
    assert abs(g(q)) < 1e-8 and q.imag > 0
    return q


attenuation = {}
for b in (1.2, 1.0, 0.95, 0.9, 0.8):
    q = 0.16 + 0.002j
    for x in np.linspace(3, b, 300):
        q = root(2/3/x**3, nu0/x, q)
    free = q
    for nu in np.geomspace(nu0/b, 1e-6, 120):
        free = root(2/3/b**3, nu, free)
    attenuation[b] = (q.imag/q.real, free.imag/free.real, 1/(q.imag*b*k_edge))
    if b == 0.9:
        direct = np.sum(0.75*wu*(1 - u*u)/(1 + free*u))
        assert abs(free**2/direct/(2/3/b**3) - 1) < 1e-4
assert attenuation[1.2][1] < 1e-3 and attenuation[1.0][1] < 1e-3
assert attenuation[0.95][1] > 0.02
for x in np.geomspace(0.8, 0.005, 400):
    free = root(2/3/x**3, 1e-6, free)
skin_angle = np.degrees(np.angle(free))
assert abs(skin_angle - 30) < 1


# ---- Fermi-surface distortion r = 1 + delta*P4(cos), axis along B ----
def distorted(delta, nodes):
    def shape(x):
        r = 1 + delta*(35*x**4 - 30*x**2 + 3)/8
        dr = delta*(140*x**3 - 60*x)/8
        dkz = r + x*dr
        rho2 = r*r*(1 - x*x)
        drho2 = 2*r*dr*(1 - x*x) - 2*x*r*r
        return rho2, dkz, -0.5*drho2/dkz
    x, wx = np.polynomial.legendre.leggauss(nodes)
    rho2, dkz, a = shape(x)
    K = np.max(abs(shape(np.linspace(-1, 1, 200001))[2]))
    mass_x = wx*rho2*dkz
    vol = mass_x.sum()
    Fq = (mass_x/(1 - np.outer(q_grid**2, (a/K)**2))).sum(axis=1)/vol
    P_max = np.max(q_grid**2/Fq)
    K_scaled = K/(vol/(4/3))**(1/3)
    return (K_scaled**2/P_max)**(1/3)


sphere = distorted(0.0, 1000)
assert abs(sphere*P_fold**(1/3) - 1) < 1e-5
shift = {d: distorted(d, 1000)/sphere - 1 for d in (-0.02, 0.02)}
mesh_change = max(abs(distorted(d, 2000)/distorted(d, 1000) - 1) for d in shift)
assert mesh_change < 1e-4

# ---- Output ----
print(f"electron density (rough Cs)          {n*1e-6:.2e} cm^-3")
print(f"frequency                            {freq/1e6:.0f} MHz")
print(f"scattering time (assumed)            {tau*1e12:.0f} ps")
print(f"temperature                          {temp:.1f} K")
print(f"Fermi wavenumber                     {kF*1e-9:.3f} nm^-1")
print(f"Fermi speed                          {vF*100:.3e} cm/s")
print(f"Fermi energy                         {EF/e:.3f} eV")
print(f"F at the edge, by quadrature         {F_one:.6f}")
print(f"threshold field B_edge               {Bs:.4f} T = {Bs*10:.3f} kG")
print(f"local-law estimate of the field      {B_local:.4f} T")
print(f"cyclotron frequency wc at B_edge     {wc:.4e} rad/s")
print(f"wavenumber at edge                   {k_edge*1e-2:.4e} cm^-1")
print(f"wavelength at edge                   {2*np.pi/k_edge*1e6:.2f} um")
for f in (1e6, 1e7, 1e8):
    print(f"searched edge field at {f/1e6:5.0f} MHz     {edge_search(f):.4f} T")
print(f"fitted exponent, edge                {slope_edge:.5f}")
print(f"fitted exponent, fold                {slope_fold:.5f}")
print(f"fold: q and P                        {q_fold:.5f}, {P_fold:.5f}")
print(f"fold field / B_edge                  {fold_ratio:.5f}")
for q, g in past_edge.items():
    print(f"real k, q={q:.2f}: gamma/omega         {g:.4f}")
print("fixed frequency: B/B_edge, Im k/Re k with collisions, without, length")
for b, (a1, a2, length) in attenuation.items():
    print(f"  {b:.2f}   {a1:.4f}   {a2:.4f}   {length*1e6:.2f} um")
print(f"arg k far below threshold            {skin_angle:.2f} deg")
print(f"heating rate q=0.8, q=1.4 (scaled)   {heating[0.8]:.5f}, {heating[1.4]:.5f}")
print(f"heating rate formula at q=1.4        {golden:.5f}")
for k, (seen, pred) in wave_test.items():
    print(f"k vF/wc={k:.2f}: w/wc evolved          {seen.real:.5f} {seen.imag:+.5f}i")
    print(f"              w/wc dispersion        {pred.real:.5f} {pred.imag:+.5f}i")
print("neglected or approximate effects:")
print(f"collision broadening 1/(wc tau)      {nu0:.4f}")
print(f"mean free path                       {vF*tau*1e6:.1f} um")
print(f"residual resistivity needed          {m/(n*e*e*tau)*1e11:.2f} nohm cm")
print(f"room-temp resistivity (rough)        {rho_room*1e8:.0f} uohm cm")
print(f"resistivity ratio needed             {rho_room*n*e*e*tau/m:.0f}")
print(f"omega/wc                             {w/wc:.2e}")
print(f"displacement term (omega/ck)^2       {(w/(C.c*k_edge))**2:.2e}")
print(f"kT/EF                                {C.k*temp/EF:.2e}")
print(f"hbar wc/EF                           {hbar*wc/EF:.2e}")
print(f"field change for mass 1.4 m          {heavy/edge_search(freq)-1:.2e}")
for d, s in shift.items():
    print(f"fold-field shift, distortion {100*d:+.0f}%     {100*s:+.2f} %")
print(f"relative change on doubling mesh     {mesh_change:.1e}")
print("success")
```

Running it gives:

```
electron density (rough Cs)          9.00e+21 cm^-3
frequency                            10 MHz
scattering time (assumed)            100 ps
temperature                          1.5 K
Fermi wavenumber                     6.435 nm^-1
Fermi speed                          7.450e+07 cm/s
Fermi energy                         1.578 eV
F at the edge, by quadrature         1.500000
threshold field B_edge               1.4524 T = 14.524 kG
local-law estimate of the field      1.2688 T
cyclotron frequency wc at B_edge     2.5545e+11 rad/s
wavenumber at edge                   3.4290e+03 cm^-1
wavelength at edge                   18.32 um
searched edge field at     1 MHz     0.6742 T
searched edge field at    10 MHz     1.4528 T
searched edge field at   100 MHz     3.1327 T
fitted exponent, edge                0.33348
fitted exponent, fold                0.33348
fold: q and P                        0.98089, 0.67785
fold field / B_edge                  0.99447
real k, q=1.01: gamma/omega         0.0297
real k, q=1.05: gamma/omega         0.1298
real k, q=1.20: gamma/omega         0.4001
fixed frequency: B/B_edge, Im k/Re k with collisions, without, length
  1.20   0.0230   0.0000   162.10 um
  1.00   0.0616   0.0000   51.76 um
  0.95   0.1043   0.0879   29.55 um
  0.90   0.1446   0.1338   20.98 um
  0.80   0.2108   0.2028   14.18 um
arg k far below threshold            29.91 deg
heating rate q=0.8, q=1.4 (scaled)   -0.00004, 0.91593
heating rate formula at q=1.4        0.91592
k vF/wc=0.75: w/wc evolved          0.04089 +0.00000i
              w/wc dispersion        0.04089 -0.00000i
k vF/wc=1.25: w/wc evolved          0.02712 -0.01391i
              w/wc dispersion        0.02712 -0.01391i
neglected or approximate effects:
collision broadening 1/(wc tau)      0.0391
mean free path                       74.5 um
residual resistivity needed          3.94 nohm cm
room-temp resistivity (rough)        20 uohm cm
resistivity ratio needed             5072
omega/wc                             2.46e-04
displacement term (omega/ck)^2       3.74e-13
kT/EF                                8.19e-05
hbar wc/EF                           1.07e-04
field change for mass 1.4 m          9.84e-05
fold-field shift, distortion -2%     +8.79 %
fold-field shift, distortion +2%     -4.99 %
relative change on doubling mesh     5.4e-14
success
```
